# Why Poisson steps between two levels give an exponential height covariance

Consider a silicon channel interface that alternates between two heights, with steps placed independently at random and terraces 3.0 nm long on average. Two points 3.0 nm apart have one step between them on average, and the chance of finding no step there is $e^{-1}=0.368$. The correlation of their heights is much smaller, 0.135. It has already fallen to 0.368 at 1.5 nm, half the mean terrace length. Steps thus destroy correlation twice as fast as they interrupt terraces, and the factor of two needs an explanation.

## The profile and its conventions

Let $h(x)$ be the interface height along a straight line, measured from midway between the two levels. It takes the values $+D$ and $-D$, so the step height is $s=2D$. Three assumptions define the model.

- Steps are abrupt, and each one takes the profile to the other level. With two levels, up and down steps must alternate.
- Steps form a homogeneous Poisson process of density $\nu$. A slice of length $dx$ contains one step with probability $\nu\,dx$, and more than one with a probability that vanishes faster than $dx$. Numbers of steps in disjoint intervals are independent.
- At one reference point the levels are equally likely, independently of where the steps lie.

Any other height equals the reference height times $+1$ or $-1$, according to the number of steps between. Since the reference height has zero mean and is independent of that number, $\langle h(x)\rangle=0$ everywhere. The covariance is therefore the mean product

$$C(x)=\langle h(y)h(y+x)\rangle ,$$

where the average runs over many profiles. The result to be derived is

$$C(x)=D^2e^{-2\nu|x|}.$$

The correlation length, defined by $C(\Lambda)=C(0)/e$, is then $\Lambda=1/(2\nu)$.

## First derivation: count the steps

Take $x>0$ and let $N$ be the number of steps between $y$ and $y+x$. Each step reverses the sign of the height, so

$$h(y+x)=(-1)^N h(y).$$

Multiplying by $h(y)$ and using $h(y)^2=D^2$ gives

$$h(y)h(y+x)=D^2(-1)^N .$$

The initial level has dropped out, and what remains is the average of $(-1)^N$.

Let $P_n(x)$ be the probability of $n$ steps in length $x$. Lengthen the interval by $dx$. To end with $n$ steps, either there were $n$ already and the slice adds none, or there were $n-1$ and the slice adds one:

$$P_n(x+dx)=(1-\nu\,dx)P_n(x)+\nu\,dx\,P_{n-1}(x).$$

Subtracting $P_n(x)$ and dividing by $dx$ gives

$$\frac{dP_n}{dx}=\nu(P_{n-1}-P_n),\qquad P_{-1}=0 .$$

All these equations can be solved together by forming the sum

$$G(z,x)=\sum_{n=0}^{\infty}z^nP_n(x).$$

Multiply the equation for $P_n$ by $z^n$ and add. Since $\sum_n z^nP_{n-1}=zG$,

$$\frac{\partial G}{\partial x}=\nu(z-1)G .$$

An interval of zero length contains no steps, so $G(z,0)=1$, and

$$G(z,x)=e^{\nu(z-1)x}.$$

The average of $(-1)^N$ is this function at $z=-1$:

$$\langle(-1)^N\rangle=G(-1,x)=e^{-2\nu x}.$$

Hence $C(x)=D^2e^{-2\nu x}$ for $x>0$. Exchanging the two points leaves their product unchanged, which replaces $x$ by $|x|$.

Setting $z=0$ instead gives the chance of no step, $P_0=e^{-\nu x}$. This is the slower exponential of the opening example. It would be the correlation if every step led to a freshly drawn height, unrelated to the last one. Here a step leads to the opposite height. Pairs with at least one step between them therefore contribute a negative average, which follows by removing the step-free pairs:

$$\frac{\langle(-1)^N\rangle-P_0}{1-P_0}
=\frac{e^{-2\nu x}-e^{-\nu x}}{1-e^{-\nu x}}
=-e^{-\nu x}.$$

This anticorrelation supplies the additional decay.

The probability $P_{\rm opp}$ of opposite levels follows from $\langle(-1)^N\rangle=1-2P_{\rm opp}$:

$$P_{\rm opp}(x)=\frac{1-e^{-2\nu x}}{2}.$$

It tends to one half, not to one, because after many steps an even count is as likely as an odd count.

## Second derivation: follow the mean height

The same result can be reached without counting. Fix the height $h(y)=h_0$ and let $m(x)$ be the mean height at $y+x$ over all profiles with that starting value. In the next slice $dx$, a profile at height $h$ jumps to $-h$ with probability $\nu\,dx$. The jump changes its height by $-2h$, so its expected change is $-2\nu h\,dx$. Averaging over the profiles gives

$$\frac{dm}{dx}=-2\nu m,\qquad m(0)=h_0,$$

and hence

$$m(x)=h_0e^{-2\nu x}.$$

To obtain the covariance, multiply by the starting height and average over its two values:

$$C(x)=\langle h_0m(x)\rangle=\langle h_0^2\rangle e^{-2\nu x}=D^2e^{-2\nu x}.$$

The factor of two is now the size of the jump: a step does not bring the height to its mean, zero, but carries it equally far to the other side.

This derivation also shows what the even start does. Suppose the profile is known to be on the upper level at $x=0$. Its mean is then $De^{-2\nu x}$. For $0<x_1<x_2$ the mean product is still $D^2e^{-2\nu(x_2-x_1)}$, but the product of the means must be subtracted:

$$C(x_1,x_2)=D^2\left[e^{-2\nu(x_2-x_1)}-e^{-2\nu(x_1+x_2)}\right].$$

For points 0.6 and 1.5 nm from the known level, the bracket is 0.302, against 0.549 for an even start. The second term dies away far from the origin, where knowledge of the starting level no longer matters.

## Numbers for a silicon channel

For a silicon (001) surface under its oxide, take a step height of 0.27 nm, that of a double atomic layer, and a mean terrace of 3.0 nm as rough values. Then

$$D=\frac{0.27}{2}=0.135\ \text{nm},\qquad
\nu=\frac{1}{3.0}=0.333\ \text{nm}^{-1},$$

$$\Lambda=\frac{1}{2\times0.333}=1.50\ \text{nm}.$$

| $x$ (nm) | $C/D^2$ | Chance of opposite levels |
|---:|---:|---:|
| 0.20 | 0.875 | 0.062 |
| 0.75 | 0.607 | 0.197 |
| 1.50 | 0.368 | 0.316 |
| 3.00 | 0.135 | 0.432 |
| 4.50 | 0.050 | 0.475 |

Steps one atomic layer high, about 0.136 nm, would halve $D$ but change neither $\Lambda$ nor the table.

At short distance the exponential can be expanded. The mean square height difference is

$$\langle[h(y+x)-h(y)]^2\rangle=2D^2(1-e^{-2\nu x})\simeq4D^2\nu x=s^2\nu x .$$

This is the squared step height times the chance of one step. The linear rise, and the cusp of $C$ at $x=0$, come from abrupt steps. A step of finite width would round the cusp over that width.

## What each derivation assumes

Both derivations use independent slices, but at different places. The first needs the distribution of the number of steps, and in particular the balance of even and odd counts. The second needs the chance of a step in the next slice to depend on the present level alone. Two changes of the model separate these requirements.

**Unequal terraces.** Let the profile leave the upper level at rate $a$ and the lower level at rate $b$, both per unit length. The number of steps now depends on the starting level, so the simple count no longer applies. The second method still does. Let $p(x)$ be the probability of being on the upper level:

$$\frac{dp}{dx}=-ap+b(1-p)=b-(a+b)p .$$

Its stationary value is $\bar p=b/(a+b)$. Starting on the upper level, $p(0)=1$, the solution is

$$p(x)=\bar p+(1-\bar p)e^{-(a+b)x}.$$

Measure heights from the lower level, which does not affect a covariance. The product of two heights is then $s^2$ if both points are on the upper level and zero otherwise. Therefore

$$C(x)=s^2[\bar p\,p(x)-\bar p^2]
=s^2\bar p(1-\bar p)e^{-(a+b)x}
=\frac{s^2ab}{(a+b)^2}e^{-(a+b)x}.$$

Equal rates $a=b=\nu$ restore the earlier result. With upper terraces of 4.0 nm and lower ones of 2.0 nm there are still two steps per 6.0 nm, so the step density is unchanged. But $a+b=1/4.0+1/2.0=0.75$ nm$^{-1}$, and the correlation length drops from 1.50 to 1.33 nm. The rms height drops from 0.135 to 0.127 nm.

**Terraces that avoid short lengths.** Steps that repel one another make very short terraces rare. As a simple model, build each terrace from two consecutive pieces with independent exponential lengths. To keep the step density $\nu$, the pieces must end at rate $2\nu$. The chance of a step now depends on which piece has been reached, so the height alone no longer determines what follows, and the equation for $m(x)$ fails. Counting still works if piece ends are counted instead of steps.

Number the pieces $k=0,1,2,3$ in a repeating cycle, with heights $+D,+D,-D,-D$. These four values are given by

$$h_k=\sqrt2\,D\cos\alpha_k,\qquad \alpha_k=\frac{\pi k}{2}-\frac{\pi}{4}.$$

If $N$ pieces end between the two points, the phase advances by $\pi N/2$. The product of cosines becomes a sum:

$$h_kh_{k+N}=D^2\left[\cos\frac{\pi N}{2}+\cos\left(2\alpha_k+\frac{\pi N}{2}\right)\right].$$

Far from any prepared start the four values of $k$ are equally likely. Since $2\alpha_k$ grows by $\pi$ when $k$ grows by one, the last term alternates in sign and averages to zero. The count $N$ is Poisson with density $2\nu$, so the earlier function $G$, with $\nu$ replaced by $2\nu$ and $z=i$, gives

$$C(x)=D^2\,{\rm Re}\,e^{2\nu(i-1)x}=D^2e^{-2\nu x}\cos(2\nu x).$$

At 1.5 nm this is $0.199D^2$ instead of $0.368D^2$, although the step density and step height are the same. The covariance is negative for $2\nu x$ between $\pi/2$ and $3\pi/2$, reaching about $-0.067D^2$, because more regular terraces make the opposite level slightly more likely than the same level at that distance. A mean step density is therefore not enough to fix the covariance.

## What an electron samples

The line spectrum is defined here as

$$S(q)=\int_{-\infty}^{\infty}C(x)e^{-iqx}\,dx .$$

Since $C$ is even, the two half-lines give complex conjugate contributions. For Poisson steps,

$$S(q)=2D^2\,{\rm Re}\int_0^\infty e^{-(1/\Lambda+iq)x}dx
=2D^2\,{\rm Re}\frac{\Lambda}{1+iq\Lambda}
=\frac{2D^2\Lambda}{1+q^2\Lambda^2}.$$

Suppose the steps run straight across the channel and perturb the electron energy by $gh(x)$, with $g$ constant. Between plane waves $e^{ikx}/\sqrt L$ and $e^{-ikx}/\sqrt L$ on a length $L\gg\Lambda$, the mean square matrix element is

$$\frac{g^2}{L^2}\int_0^L\!\!\int_0^L C(x-x')e^{2ik(x-x')}dx\,dx'\simeq\frac{g^2}{L}S(2k).$$

To first order in the perturbation, backscattering thus samples the spectrum at $q=2k$. This approximation fails when $gD$ is much larger than the energy of motion along the channel. At a few $10^{12}$ cm$^{-2}$ an unscreened estimate of $gD$ is of order 10 meV or somewhat less, comparable with $k_BT/2$ at 300 K, so the slowest carriers fall outside it.

Two estimates of $k$ show which wave numbers matter. For non-degenerate carriers at 300 K, the mean energy of motion along the channel is $k_BT/2$. Setting $\hbar^2k^2/2m=k_BT/2$ gives $k=\sqrt{mk_BT}/\hbar$. For the two valleys that lie lowest at a (001) interface, $m=0.19$ electron masses and $q=0.508$ nm$^{-1}$. The other four valleys, which can also hold many carriers at 300 K, are left out here; where their mass along the channel is larger, so is $q$.

For a degenerate layer at zero temperature, two spins and two valleys give a sheet density $n=4\pi k_F^2/(2\pi)^2=k_F^2/\pi$. An electron at the Fermi level that moves straight along the channel has $k=k_F$, the largest value in the layer. At $n=5\times10^{12}$ cm$^{-2}$ its backscattering wave number is $q=2\sqrt{\pi n}=0.793$ nm$^{-1}$. The corresponding Fermi energy, 31.5 meV, is close to the thermal energy of 25.9 meV at 300 K, so the zero-temperature limit does not describe this layer at room temperature. It also assumes that all electrons occupy the lowest subband. At 300 K roughly a quarter to a half of them, depending on the depletion charge, sit in higher subbands and in the other four valleys. The lowest subband is then only weakly degenerate, and its rms backscattering wave number, about 0.55 nm$^{-1}$, lies much nearer the thermal estimate.

The Poisson spectrum is 0.0547 nm$^3$ at $q=0$, 0.0346 nm$^3$ at the thermal value and 0.0227 nm$^3$ at the Fermi value. The last value is about a third below the thermal one, with the roughness held fixed. This is not the effect of degeneracy alone, since the thermal estimate uses an rms wave number along the channel and the Fermi estimate uses the largest one.

For the terraces that avoid short lengths, write $u=q\Lambda$. The product $\cos(x/\Lambda)\cos(qx)$ is half the sum of cosines with wave numbers $(1\pm u)/\Lambda$, and integrating each against $e^{-x/\Lambda}$ gives

$$S_{\rm sp}(q)=D^2\Lambda\left[\frac1{1+(1+u)^2}+\frac1{1+(1-u)^2}\right]
=2D^2\Lambda\frac{2+u^2}{4+u^4}.$$

Dividing by the Poisson spectrum,

$$\frac{S_{\rm sp}}{S}=\frac{(2+u^2)(1+u^2)}{4+u^4}.$$

The ratio is one half at $u=0$. It exceeds one when $2+3u^2+u^4>4+u^4$, that is, when $u^2>2/3$. The two estimates lie on either side of this crossing. At the thermal value, $u=0.76$, the two-piece spacing lowers the spectrum by 6 %. At the Fermi value, $u=1.19$, it raises the spectrum by 37 %. These figures hold at single wave numbers, and at smaller $q$ the reduction of the spectrum approaches one half. They also belong to this spacing law alone: terraces built from three pieces give ratios of 1/3, 0.78 and 1.60 at $q=0$, the thermal value and the Fermi value. At large $u$ the ratio returns to one: both spectra approach $2D^2/(\Lambda q^2)=4\nu D^2/q^2$, which contains the density and height of the steps but not their spacing statistics.

## Lattice sites, further levels and finite scans

On a crystal, steps may be confined to sites a distance $d$ apart. Let each site hold a step independently with probability $p=\nu d$. One site multiplies the mean product by $(1-p)-p=1-2p$, so $n$ sites give

$$C(nd)=D^2(1-2p)^n,\qquad \Lambda_{\rm lat}=-\frac{d}{\ln(1-2p)},$$

for $p<1/2$. With $d=0.38$ nm, $p=0.127$ and $\Lambda_{\rm lat}=1.30$ nm, which is 13 % below the continuum value. The Poisson result is recovered when $p\ll1$, since then $\ln(1-2p)\simeq-2p$.

More than two levels change the numbers further. Add $M$ independent two-level profiles, each with rms height $D$ and step density $\nu/M$, so that the total step density remains $\nu$. Their cross terms vanish because each has zero mean, and

$$C(x)=MD^2e^{-2\nu x/M}.$$

For $M=4$ the rms height is 0.27 nm and the correlation length is 6.0 nm. The decay is still exponential, so an exponential covariance does not show that an interface has two levels. Nor does its correlation length alone give the step density: the relation between them depends on the number of layers and, as the earlier examples showed, on how the upper and lower levels share the length and on how regularly the steps are spaced.

A measured scan adds an effect of its own if its mean height is subtracted. The variance of the mean over a length $L$ is the double average of $C$. Separations $x$ and $-x$ each occur with weight $(L-x)/L^2$, so

$$\langle\bar h^2\rangle=\frac{2D^2}{L^2}\int_0^L(L-x)e^{-x/\Lambda}dx .$$

Integration by parts gives $L\Lambda-\Lambda^2(1-e^{-L/\Lambda})$ for the integral. Hence

$$\frac{\langle\bar h^2\rangle}{D^2}=\frac{2\Lambda}{L}\left[1-\frac{\Lambda}{L}\left(1-e^{-L/\Lambda}\right)\right].$$

For $L=50$ nm, $\Lambda/L=0.03$ and the result is $0.06\times0.97=0.058$. Subtracting the mean removes on average 5.8 % of the variance.

Roughness values used for silicon MOS channels are typically a few tenths of a nanometre in rms height and one to a few nanometres in correlation length; these are rough ranges. The example's 1.5 nm lies within the second, but its 0.135 nm is low for the first. Unequal terraces cannot raise it, since $\bar p(1-\bar p)\leq1/4$ limits the rms height to $s/2$. A rougher interface with the same step height needs more than two levels. The four-layer model at fixed step density doubles the rms height, but it also quadruples the correlation length to 6.0 nm, which is above the usual few nanometres. Within that model, a shorter correlation length at the same rms height requires a higher step density. A mobility would also require the confining field, screening and the response of the subbands, none of which is contained in $C(x)$.

Numbers in the example were calculated in double precision.
